Displacement and the infrared condition in the van Hove model

**A source that does not move**

Hold a source fixed in space and let it act linearly on a Bose field. The source may be a frozen molecular dipole in the radiation field, or a fixed particle coupled to a massless scalar field. It has no dynamics of its own: it pushes each field mode to a new equilibrium. For one oscillator this costs nothing in rigour, since the ground state moves with the minimum of the potential. A massless field in free space has infinitely many modes, with frequencies reaching down to zero. The sum of the small energy gains may converge while the sum of the boson numbers needed to obtain them does not. The question is whether the field then still has a ground state in Fock space.

We set ħ = 1. Let k run over R^d, let ω(k) be finite and positive almost everywhere, and let F be the bosonic Fock space over L²(R^d), with vacuum Ω. Inner products are linear in the second entry. A vector ψ has symmetric n-boson components ψₙ, and the annihilator acts as

(a(k)ψ)ₙ(k₁,…,kₙ) = √(n+1) ψₙ₊₁(k,k₁,…,kₙ).   (1)

The smeared operators are a(v) = ∫ v̄(k)a(k) dk and its adjoint a*(v), with [a(v), a*(v)] = ‖v‖². The free field energy dΓ(ω) multiplies ψₙ by ω(k₁)+…+ω(kₙ). The van Hove Hamiltonian is

H = dΓ(ω) + a*(v) + a(v).   (2)

Two assumptions hold throughout, except where their failure is discussed:

∫|v|² dk < ∞,  S ≡ ∫|v|²/ω dk < ∞.   (3)

The first limits the coupling at high frequency, as a smoothly extended source such as a Gaussian profile does; finite extent alone is not enough, since a source with a sharp edge can leave ∫|v|² dk divergent. The second will turn out to make the energy finite. A ground state means a normalizable eigenvector of H at the bottom of its spectrum. The claim is that the bottom of the spectrum is −S, and that a ground state exists if and only if

∫|v|²/ω² dk < ∞.   (4)

**One mode**

For a single mode with real v, put a = (ωq + ip)/√(2ω). Then a + a* = √(2ω) q, and apart from the zero-point energy the Hamiltonian is

p²/2 + ω²q²/2 + v√(2ω) q.   (5)

The potential is least where ω²q + v√(2ω) = 0, that is, at q₀ = −√2 v/ω^{3/2}. Its value there is −ω²q₀²/2 = −v²/ω. The original oscillator, displaced by q₀, stores the energy ω²q₀²/2 = v²/ω, which is v²/ω² quanta of size ω. The energy gain thus carries one inverse power of ω and the boson number carries two. The difference between (3) and (4) is this extra power.

**The Hamiltonian is well defined**

By (1) and the symmetry of ψₙ₊₁,

∫ ω(k)‖a(k)ψ‖² dk = ⟨ψ, dΓ(ω)ψ⟩.   (6)

Writing v̄a = (v̄/√ω)(√ω a) and using the Cauchy–Schwarz inequality gives

‖a(v)ψ‖ ≤ ∫ (|v|/√ω) √ω‖a(k)ψ‖ dk ≤ √S ‖dΓ(ω)^{1/2}ψ‖.   (7)

The commutator gives ‖a*(v)ψ‖² = ‖a(v)ψ‖² + ‖v‖²‖ψ‖², first for finitely many bosons and then, by (7), on the whole domain of dΓ(ω). Therefore

‖(a(v)+a*(v))ψ‖ ≤ 2√S ‖dΓ(ω)^{1/2}ψ‖ + ‖v‖‖ψ‖.   (8)

Moreover ‖dΓ(ω)^{1/2}ψ‖² = ⟨ψ, dΓ(ω)ψ⟩ ≤ ‖ψ‖‖dΓ(ω)ψ‖, so for every ε > 0

‖dΓ(ω)^{1/2}ψ‖ ≤ ε‖dΓ(ω)ψ‖ + ‖ψ‖/(4ε).   (9)

The coupling is bounded relative to dΓ(ω) with an arbitrarily small constant. By the Kato–Rellich theorem, H is self-adjoint on the domain of dΓ(ω) and bounded below. Condition (4) has not been used.

**Displacement when (4) holds**

Set

f(k) = v(k)/ω(k)   (10)

and suppose f ∈ L². Since ωf = v ∈ L², f lies in the domain D(ω) of multiplication by ω. The displacement is most safely defined on the exponential vectors

e(g) = Σₙ g^{⊗n}/√(n!),  ⟨e(h), e(g)⟩ = exp⟨h,g⟩,  a(k)e(g) = g(k)e(g),   (11)

with g ∈ D(ω). Their finite linear combinations form a dense space C: derivatives of e(tg) at t = 0 produce the powers g^{⊗n}, and combinations of these give all symmetric products. Define

D e(g) = exp(−‖f‖²/2 + ⟨f,g⟩) e(g − f).   (12)

D preserves inner products, because the exponent of ⟨De(h), De(g)⟩ is

−‖f‖² + ⟨h,f⟩ + ⟨f,g⟩ + ⟨h−f, g−f⟩ = ⟨h,g⟩.   (13)

It therefore extends linearly and isometrically to F. Its range contains every e(g−f), hence all of C, so D is unitary. By (11) and (12), a(k) acting on De(g) gives the factor g(k) − f(k), so D*a(k)D = a(k) − f(k): each mode is displaced by −f(k).

To transform H, first note from (11) that

⟨e(h), He(g)⟩ = [⟨h,ωg⟩ + ⟨h,v⟩ + ⟨v,g⟩] exp⟨h,g⟩.   (14)

Displacing both vectors replaces h and g in the bracket by h−f and g−f, while (13) restores the factor exp⟨h,g⟩. With ωf = v the bracket becomes

⟨h−f, ω(g−f)⟩ + ⟨h−f,v⟩ + ⟨v,g−f⟩
= ⟨h,ωg⟩ − ⟨h,v⟩ − ⟨v,g⟩ + ⟨f,v⟩ + ⟨h,v⟩ − ⟨f,v⟩ + ⟨v,g⟩ − ⟨v,f⟩
= ⟨h,ωg⟩ − ⟨v,f⟩.   (15)

All linear terms cancel, and ⟨v,f⟩ = ∫|v|²/ω dk = S. Since C is dense, on C

D*HD = dΓ(ω) − S.   (16)

This must be extended from C to the full domain. The free evolution maps e(g) to e(exp(−iωt)g), so it leaves C invariant. Write T = dΓ(ω), and suppose χ is orthogonal to (T − i)C or to (T + i)C. For φ ∈ C, the function ⟨χ, exp(−iTt)φ⟩ then has a derivative equal to plus or minus itself. It is a real exponential in t, yet it is bounded by ‖χ‖‖φ‖, so it vanishes. As C is dense, χ = 0. Hence T restricted to C has a single self-adjoint extension, and so does T − S. The self-adjoint operator D*HD is such an extension, so (16) holds on the full domain.

As ω > 0 almost everywhere, dΓ(ω) is strictly positive on every nonzero component with n ≥ 1. Its kernel is spanned by Ω, so H has the ground state

Ψ = DΩ = exp(−‖f‖²/2) e(−f),  HΨ = −SΨ,   (17)

unique up to a phase. The squared norm of its n-boson component is

P(n) = exp(−N) Nⁿ/n!,  N = ‖f‖² = ∫|v|²/ω² dk.   (18)

The boson number follows a Poisson distribution with mean N. Equation (16) also shows that excitation energies are those of the free field: a fixed linear source shifts all levels equally.

**The energy without condition (4)**

Now drop (4) and keep (3). The function f may fail to be square integrable, but √ω f = v/√ω still is. For normalized ψ in the domain of H, expand

∫ ω‖(a(k)+f(k))ψ‖² dk
= ∫ ω‖a(k)ψ‖² dk + 2 Re ∫ v̄⟨ψ,a(k)ψ⟩ dk + ∫|v|²/ω dk
= ⟨ψ,Hψ⟩ + S.   (19)

Every integral converges, by (6), (7) and (3). The left side is not negative, so ⟨ψ,Hψ⟩ ≥ −S.

The bound is approached by displacing only modes above an infrared cutoff σ > 0. Put f_σ = f where ω > σ and f_σ = 0 elsewhere. Then |f_σ| ≤ |v|/σ, so f_σ is square integrable, and Ψ_σ = exp(−‖f_σ‖²/2) e(−f_σ) is a normalized state obeying a(k)Ψ_σ = −f_σ(k)Ψ_σ. Its energy is

⟨Ψ_σ,HΨ_σ⟩ = ∫ω|f_σ|² dk − 2 Re ∫v̄f_σ dk = −∫_{ω>σ}|v|²/ω dk.   (20)

The first integral is half the size of the second term, which leaves the minus sign. As σ → 0 the energy tends to −S. Therefore

inf spec H = −S,   (21)

whether or not (4) holds.

If v is square integrable but S is infinite, the states Ψ_σ still exist and (20) tends to −∞. The energy is then unbounded below, and the question of a ground state does not arise.

**Why condition (4) is necessary**

Let ψ be a normalized ground state. By (21) its energy is −S, so the right side of (19) is zero. An integral of a nonnegative function vanishes only if the function vanishes almost everywhere. Since ω > 0,

a(k)ψ = −f(k)ψ for almost every k.   (22)

By (1), its n-boson component reads

√(n+1) ψₙ₊₁(k,k₁,…,kₙ) = −f(k) ψₙ(k₁,…,kₙ).   (23)

Take the squared modulus and integrate over all variables, including k:

(n+1)‖ψₙ₊₁‖² = (∫|f|² dk) ‖ψₙ‖².   (24)

The left side is finite because ψ is in Fock space. If ∫|f|² dk is infinite, then ‖ψₙ‖ must be zero for every n, so ψ = 0, which contradicts normalization. A ground state therefore requires f ∈ L², which is (4). Together with (17), this proves the claim in both directions.

The argument does not assume that ψ has a finite mean boson number. That matters, because a normalizable vector can have an infinite mean number, and an infinite mean alone would contradict nothing. The contradiction arises separately in each component.

**Where the approximate ground states go**

When (4) fails, the states Ψ_σ still have energies approaching −S. Their boson number is Poisson distributed with mean

N_σ = ∫_{ω>σ}|v|²/ω² dk,   (25)

which grows without bound as σ → 0. For any fixed m,

P_σ(n ≤ m) = exp(−N_σ) Σₙ₌₀ᵐ N_σⁿ/n! → 0,   (26)

since the exponential defeats the polynomial. Let Qₘ project onto at most m bosons. For a fixed vector φ, splitting φ with Qₘ gives

|⟨φ,Ψ_σ⟩| ≤ ‖Qₘφ‖ √P_σ(n ≤ m) + ‖(1−Qₘ)φ‖.   (27)

Choose m to make the last term small, then σ to make the first small. The overlap with every fixed Fock vector tends to zero. The sequence minimizes the energy, but its weak limit is the zero vector.

The shifted operators b(k) = a(k) + f(k) obey the same commutation relations as a(k), and (19) says that H + S has the quadratic form ∫ω‖b(k)ψ‖² dk. If f is not square integrable, (22)–(24) show that no nonzero vector of F is annihilated by almost all b(k). Hence no unitary operator on F can turn a into b, since it would carry Ω to such a vector. The displacement that solves each mode separately does not exist for the whole field.

**Counting powers at low frequency**

Both criteria depend on v through the coupling density

J(ω′) = ∫|v(k)|² δ(ω(k)−ω′) dk,   (28)

because S = ∫J(ω′)/ω′ dω′ and N = ∫J(ω′)/ω′² dω′. If J is proportional to ω′ˢ near zero, the integrands are proportional to ω′^{s−1} and ω′^{s−2}. The energy is finite at the low end for s > 0, and a ground state needs s > 1. In the range 0 < s ≤ 1 the energy is finite but there is no ground state.

In three dimensions let ω = c|k| and |v| = Bωᵖ at low frequency. With dk = 4π|k|² d|k|,

J(ω′) = 4πB² ω′^{2p+2}/c³,  s = 2p + 2.   (29)

The exponent p depends on which field variable the source drives. From the oscillator formulas above (5), the coordinate is q = (a+a*)/√(2ω), while the momentum has amplitude √(ω/2). A source acting on the coordinate with a strength constant at low frequency has p = −1/2 and s = 1. This is the case of a fixed particle coupled linearly to the value of a massless scalar field at its position, smeared smoothly enough for (3) to hold and with nonzero total strength. (If the total strength vanishes, as for a pair of opposite sources, the coupling gains a factor |k| at low frequency and s = 3.) The energy converges, the number diverges logarithmically, and there is no ground state. A frozen dipole coupled to the electric type of field variable, which is the mode momentum, has p = 1/2 and s = 3, so low frequencies are no obstacle. Its ground state exists provided the dipole is smeared smoothly enough for (3) to hold; for a point dipole both integrals in (3) diverge at high frequency. Polarization factors depend on direction and change B², but not the power.

If all frequencies exceed some ω_min > 0, as for a massive field or for the radiation modes of a closed cavity with perfectly conducting walls, then N ≤ S/ω_min and (4) follows from (3). The obstruction needs modes of arbitrarily low frequency.

**Two modes, then two continua**

For a discrete set of modes the integrals become sums. Take a hard mode with ω₁ = 1.00 hartree, v₁ = 0.60 + 0.30i hartree, and a soft mode with ω₂ = 0.30 hartree, v₂ = 0.25i hartree. Then |v₁|² = 0.4500 and |v₂|² = 0.0625 hartree², so

−S = −0.4500/1.00 − 0.0625/0.30 = −0.6583 hartree,   (30)

N = 0.4500/1.00² + 0.0625/0.30² = 0.4500 + 0.6944 = 1.1444.   (31)

The soft mode supplies about a third of the energy gain but about three fifths of the bosons. Displacing the hard mode alone already gives −0.4500 hartree.

For a continuum, take the model density

J(ω) = α ωˢ ω_c^{1−s} exp(−ω/ω_c),  α = 0.50, ω_c = 0.10 hartree,   (32)

with s = 1 or s = 2. Let x = σ/ω_c. For s = 1, (20) and (25) give

E_σ = −α∫_σ^∞ exp(−ω/ω_c) dω = −αω_c exp(−x),   (33)

N_σ = α∫ₓ^∞ exp(−t)/t dt.   (34)

To isolate the logarithm in (34), split the integral at t = 1 and write exp(−t) = 1 − (1−exp(−t)) on the lower part. For x → 0,

N_σ = α[ln(1/x) − γ] + O(x),   (35)

where γ = ∫₀¹(1−exp(−t))/t dt − ∫₁^∞ exp(−t)/t dt is Euler's constant. For s = 2 the integrals are elementary:

E_σ = −αω_c(1+x)exp(−x),  N_σ = α exp(−x).   (36)

Both energies tend to −αω_c = −0.0500 hartree, or −1.361 eV. The two fields have identical ground energies, and only the second has a ground state.

With the integral in (34) evaluated numerically, the s = 1 field gives the following values, where P(0) is the vacuum weight and P(≤2) the probability of at most two bosons.

x = 10⁻²:  N_σ = 2.02,  P(0) = 0.133,  P(≤2) = 0.672
x = 10⁻⁴:  N_σ = 4.32,  P(0) = 0.01335,  P(≤2) = 0.195
x = 10⁻⁸:  N_σ = 8.92,  P(0) = 1.3×10⁻⁴,  P(≤2) = 6.6×10⁻³
x = 10⁻¹⁶:  N_σ = 18.13,  P(0) = 1.3×10⁻⁸,  P(≤2) = 2.4×10⁻⁶

The second row follows from (26):

P(≤2) = 0.01335 × (1 + 4.3166 + 4.3166²/2) = 0.195.   (37)

By (35), each further decade of cutoff adds α ln 10 = 1.151 bosons. Eight decades add 9.21, which takes 8.92 to 18.13. The vacuum weight exp(−N_σ) is then proportional to x^α. With α = 0.50, it falls by a factor of 100 for every four decades, as the second and third rows show.

The energy behaves quite differently. At x = 10⁻² it is already −0.04950 hartree, within one per cent of its limit. The modes still missing can contribute at most ασ = 0.0005 hartree, because J(ω)/ω ≤ α. They matter little for the energy, yet they contain an unlimited number of bosons.

For s = 2 the mean number settles at α = 0.50. The vacuum weight tends to exp(−0.50) = 0.607, and P(≤2) to 0.607 × (1 + 0.50 + 0.125) = 0.986. Lowering the cutoff from 10⁻⁴ to 10⁻¹⁶ changes none of these figures at the digits quoted. Here f is square integrable, and the states Ψ_σ converge to the ground state (17): e(−f_σ) tends to e(−f) because, by (11), its inner products are continuous in f_σ.

Numerical values quoted here were computed with a short program.
